# Linear Vacancy and Sixth-Root Oxygen-Pressure Profiles in a Monoxide Scale, part 1

(Sections cited here and not found follow in the second part.)

## Defect equilibrium and transport across the scale

Suppose that the oxygen pressure is known at the two faces of an oxide scale, and a calculation needs the pressure halfway through it, perhaps to assign a local conductivity or defect content. Which quantity should be interpolated? With 160 Torr at the gas face and $10^{-7}$ Torr at the metal face, interpolating the pressure itself gives about 80 Torr at mid-depth, and interpolating its logarithm gives $\sqrt{160\times10^{-7}}=0.004$ Torr. If the scale is a monoxide that grows by the motion of dilute, doubly charged cation vacancies, both choices are wrong. The quantity to interpolate is the sixth root of the pressure, and the answer is about 3 Torr. The same result fixes how the growth rate depends on the pressure of the gas.

Consider a compact scale of an oxide MO on its metal M, at uniform temperature $T$. Depth $z$ is measured from the gas surface, so that $z=0$ is the gas face and $z=L$ the metal face. Subscripts o and i denote these outer and inner faces. The fraction of cation sites that are vacant is $X$, the number of cation sites per volume is $N$, and $c=NX$ is the number of vacancies per volume. The local oxygen pressure $P(z)$ needs a definition, because a compact oxide contains no gas: it is the pressure of oxygen gas that would be in equilibrium with the oxide at that depth. It is a way of stating the local chemical potential of oxygen.

Oxygen enters the crystal by building new lattice. An oxygen atom from the gas takes a new anion site, and a new cation site comes with it, left empty. The oxygen becomes an ion of charge $-2e$ by taking two electrons from the crystal, which leaves two holes:

$$
\tfrac12\mathrm{O_2}\;\rightleftharpoons\;\mathrm{O_O}+\mathrm{V}''+2\,\mathrm{h}^{\bullet}.
$$

Here $\mathrm{O_O}$ is an oxygen ion on its own site, $\mathrm V''$ is a cation vacancy, and $\mathrm h^\bullet$ is a hole. Charges are counted relative to the perfect crystal: a site that should hold a charge $+2e$ and is empty carries $-2e$, and a hole carries $+e$.

The equilibrium follows from the free energy. Let $h$ be the number of holes per cation site, each hole residing on one cation, and let $\Delta g$ be the free energy of the reaction per vacancy at the reference pressure $P^\circ$, without the entropy of arranging the defects. If the vacancies and holes come from this reaction, $h=2X$. Taking oxygen from gas at pressure $P$ lowers the cost by $\tfrac12k_BT\ln(P/P^\circ)$, since half a molecule is consumed. The free energy per cation site is then

$$
\begin{aligned}
g={}&X\left[\Delta g-\tfrac12k_BT\ln\frac{P}{P^\circ}\right]\\
&+k_BT\big[X\ln X+(1-X)\ln(1-X)\\
&\qquad\quad+h\ln h+(1-h)\ln(1-h)\big].
\end{aligned}
$$

The second bracket is minus the entropy, divided by $k_B$, of distributing vacancies and holes independently over the sites. Their interactions are left out, and so is the small change in the number of sites as lattice is added; the latter alters the result by relative amounts of order $X$.

In equilibrium $dg/dX=0$. The derivative of $X\ln X+(1-X)\ln(1-X)$ is $\ln[X/(1-X)]$. The hole term has the same form in $h$, and because $dh/dX=2$ it contributes $2\ln[h/(1-h)]$. Hence

$$
\Delta g-\tfrac12k_BT\ln\frac{P}{P^\circ}
+k_BT\ln\left[\frac{X}{1-X}\left(\frac{h}{1-h}\right)^2\right]=0 .
$$

For dilute defects the denominators are close to one. Dividing by $k_BT$ and taking the exponential gives the law of mass action,

$$
Xh^2=K P^{1/2},\qquad K=\frac{e^{-\Delta g/k_BT}}{\sqrt{P^\circ}} .
$$

Inserting $h=2X$ gives $4X^3=KP^{1/2}$, and therefore

$$
X=\left(\frac K4\right)^{1/3}P^{1/6}.
$$

The exponent has a simple origin. Half a molecule of oxygen supplies the power $1/2$, and three defects appear together, so the concentration of each follows the cube root of $P^{1/2}$. If the vacancies carried charge $-me$ instead, mass action would read $Xh^m\propto P^{1/2}$ with $h=mX$, and the exponent would be $1/[2(m+1)]$: one quarter for $m=1$ and one sixth for $m=2$. The sixth root thus belongs to the charge state assumed here.

The full site entropy changes this law little. Keeping the denominators gives $4X^3=KP^{1/2}(1-X)(1-2X)^2$. The last two factors are $1-5X$ to first order, so $X$ is lowered by the relative amount $5X/3$, which is $1.7\times10^{-4}$ when $X=10^{-4}$. As a test, the free energy with full site entropy was minimised numerically, with $K=3.16\times10^{-13}\ \mathrm{Torr^{-1/2}}$. Between $10^{-7}$ and 160 Torr the resulting vacancy fractions give an average exponent of 0.16666, against $1/6=0.16667$.

Equilibrium relates $X$ to $P$ at a given depth. How either varies with depth is a question of transport. Fluxes are counted positive toward the metal and are measured relative to the oxygen lattice, which is taken as immobile. Vacancies are created at the gas face, where $P$ is high, and move inward. Each inward vacancy jump is an outward jump of a cation, so the inward vacancy flux equals the outward cation flux that makes the scale grow.

Let $E$ be the electric field, positive toward the metal, and define $\varepsilon=eE/k_BT$, which has the dimension of an inverse length. The drift flux of a particle with charge $q$, diffusivity $D$ and density $n$ is $DnqE/k_BT$, by the Einstein relation between mobility and diffusivity. For vacancies $q=-2e$, and for holes $q=+e$. Writing $n_h=Nh$ for the hole density, and a prime for $d/dz$,

$$
J_V=-D_V(c'+2c\varepsilon),\qquad
J_h=-D_h(n_h'-n_h\varepsilon).
$$

The diffusivities $D_V$ and $D_h$ are taken as constants. Constancy of $D_V$ is a real assumption: it says that a vacancy jumps equally often wherever it sits in the scale, whatever the local defect content.

Two conditions connect the fluxes. The first is neutrality, $n_h=2c$. The second is that no net current crosses the scale, since no external circuit is attached and charge does not pile up. The current density is $e(-2J_V+J_h)$, so $J_h=2J_V$: two holes travel with every vacancy. Substituting both conditions,

$$
-2D_hc'+2D_hc\varepsilon=-2D_Vc'-4D_Vc\varepsilon .
$$

Collecting the field terms on the left and the gradient terms on the right gives $(2D_h+4D_V)c\varepsilon=2(D_h-D_V)c'$, or

$$
c\varepsilon=\frac{D_h-D_V}{D_h+2D_V}\,c' .
$$

This is the internal field that keeps the two species in step. Putting it into the vacancy flux,

$$
\begin{aligned}
J_V&=-D_Vc'\left[1+\frac{2(D_h-D_V)}{D_h+2D_V}\right]\\
&=-D_Vc'\,\frac{(D_h+2D_V)+2D_h-2D_V}{D_h+2D_V}\\
&=-\frac{3D_VD_h}{D_h+2D_V}\,c' .
\end{aligned}
$$

The field has disappeared, and what remains has the form of ordinary diffusion with an effective diffusivity

$$
\tilde D=\frac{3D_VD_h}{D_h+2D_V}.
$$

The limits show what the field does. If $D_h=D_V$, the two species keep in step unaided, the field vanishes and $\tilde D=D_V$. If the holes are much faster, they tend to run ahead toward the metal. This sets up a field pointing back toward the gas, which restrains the holes and pulls the negative vacancies inward. Then $c\varepsilon\to c'$, and

$$
J_V=-D_V(c'+2c')=-3D_Vc' .
$$

One third of this flux is diffusion and two thirds is drift. If instead the holes were much slower than the vacancies, $\tilde D$ would tend to $\tfrac32D_h$ and the holes would control growth. In each case $\tilde D$ is independent of $c$, so fast holes are needed for the factor 3 but not for the linear profile derived below.

For fast holes the potential follows from $E=-d\phi/dz$ and $\varepsilon=c'/c$:

$$
\frac{d\phi}{dz}=-\frac{k_BT}{e}\frac{c'}{c},\qquad
\phi(L)-\phi(0)=\frac{k_BT}{e}\ln\frac{X_o}{X_i}.
$$

The metal side of the oxide is positive. This is a difference of electrostatic potential, and it is not a voltage that drives electrons round a circuit: the electrochemical potential of the holes, $k_BT\ln n_h+e\phi$ plus a constant, is the same at every depth, because the rise in $\phi$ cancels the fall in $\ln n_h$.

Neutrality can be examined in the same way. With $\epsilon$ the permittivity, Poisson's equation is $\epsilon E'=e(n_h-2c)$. If $c$ is linear in depth, $\varepsilon=c'/c$ has the derivative $-(c'/c)^2$, so

$$
n_h-2c=-\frac{\epsilon k_BT}{e^2}\left(\frac{c'}{c}\right)^2 .
$$

The natural measure is the Debye length $\lambda$, the distance over which mobile charges screen a disturbance. It is given by $\lambda^2=\epsilon k_BT/(e^2\sum q_j^2n_j)$ with $q_j$ in units of $e$. Here the sum is $4c+n_h=6c$, so $\epsilon k_BT/e^2=6c\lambda^2$ and

$$
\frac{n_h-2c}{2c}=-3\lambda^2\left(\frac{c'}{c}\right)^2 .
$$

Neutrality is therefore a good approximation where $c$ changes little, in relative terms, over one Debye length. It is under most strain at the metal face, where $c$ is smallest.

The last ingredient is quasi-steady flow. Conservation of vacancies inside the scale reads $\partial c/\partial t=-\partial J_V/\partial z$. If the profile adjusts much faster than the thickness changes, the left side is negligible and the flux is the same at every depth. Since $J_V=-\tilde Dc'$ with constant $\tilde D$, the gradient $c'$ is uniform and $c$ is linear. Fitting the line to its values at the two faces, and dividing by $N$,

$$
X(z)=X_o-(X_o-X_i)\frac zL .
$$

The equilibrium law says that $P^{1/6}$ is $X$ times a constant, and that constant is the same at every depth because the temperature is uniform. Dividing through by $(K/4)^{1/3}$ gives

$$
P(z)^{1/6}=P_o^{1/6}-\left(P_o^{1/6}-P_i^{1/6}\right)\frac zL .
$$

These are the two linear laws. The second requires local equilibrium among oxygen, vacancies and holes at every depth, in addition to what the first requires.

A numerical solution of the drift, diffusion and Poisson equations tested this result without assuming neutrality inside the scale. The vacancy density at the metal face was 0.2 of that at the gas face, neutrality was imposed at the two faces, and the length $\sqrt{\epsilon k_BT/(e^2c_o)}$ was 0.002 of the thickness. For $D_h/D_V=1000$ the computed $\tilde D/D_V$ was 2.9940, and for $D_h/D_V=3$ it was 1.8000. The formula gives $3000/1002=2.9940$ and $9/5=1.8$. In both cases the vacancy profile stayed within $2\times10^{-3}$ of the straight line, relative to the gas-face value.

## Growth, a worked scale, and departures from the lines

The symbols carried over are these. Depth $z$ runs from the gas face (o) to the metal face (i) of a scale of thickness $L$; $X$ is the vacant fraction of the $N$ cation sites per volume, $c=NX$, $h$ is the number of holes per cation site, and $P$ is the local equilibrium oxygen pressure. Equilibrium gives $Xh^2=KP^{1/2}$ and, with $h=2X$, $X\propto P^{1/6}$. For fast holes the inward vacancy flux is $J_V=-3D_V\,dc/dz$. In quasi-steady flow both $X$ and $P^{1/6}$ are linear in $z$.

How good is the quasi-steady step? New oxide forms at the gas face, while the metal face stays fixed to the oxygen lattice, so it helps to measure distance from the metal, $y=L-z$, and to use $u=y/L$. A layer of thickness $dL$ contains $(N-c_o)\,dL$ cations per area, and these must arrive through the scale:

$$
(N-c_o)\frac{dL}{dt}=3D_V\left.\frac{\partial c}{\partial y}\right|_{y=L}.
$$

Write $c=c_i+(c_o-c_i)\theta$, where $\theta$ runs from 0 at the metal to 1 at the gas face, and define $S=(c_o-c_i)/(N-c_o)=(X_o-X_i)/(1-X_o)$. Since $\partial c/\partial y=(c_o-c_i)\theta_u/L$, where a subscript $u$ denotes a derivative, the growth law becomes

$$
L\frac{dL}{dt}=3D_VS\,\theta_u(1).
$$

The diffusion equation holds at fixed $y$. As $L$ grows, a fixed $y$ moves to smaller $u$ at the rate $-u\dot L/L$, so the time derivative at fixed $y$ is $\partial\theta/\partial t-(u\dot L/L)\theta_u$. With the scaled time $d\tau=3D_V\,dt/L^2$,

$$
\frac{\partial\theta}{\partial\tau}=\theta_{uu}+S\,\theta_u(1)\,u\,\theta_u .
$$

For small $S$ the last term is a small correction. Without it, a disturbance that vanishes at both faces is a sum of terms $\sin(n\pi u)\,e^{-n^2\pi^2\tau}$, and the slowest decays in the time $L^2/(3\pi^2D_V)$. What remains is $\theta=u$, the straight line. To first order in $S$, the line may be inserted in the small term, which gives $\theta_{uu}=-Su$. Integrating twice with $\theta(0)=0$ and $\theta(1)=1$,

$$
\theta=u+\frac S6(u-u^3),\qquad \theta_u(1)=1-\frac S3 .
$$

The departure is largest at $u=1/\sqrt3$, where it is $0.064\,S$. The straight line is thus the limit of small vacancy content, and the small quantity is the vacancy content itself: few vacancies carry the flux, so the scale must pass its vacancy inventory many times over to grow appreciably.

For dilute, doubly charged vacancies in quasi-steady flow, the vacancy fraction and the sixth root of the oxygen pressure are both linear in depth, and growth bends the vacancy line only slightly when the vacancy content is small. It remains to test that correction numerically, find the growth rate, work through an example, and estimate the effects of defect interactions, impurities and grain boundaries.
